# Why arsenic removes the half-filled orbitals of Si(111)

An outer atom of the Si(111) surface has three neighbours. If it brings \(Z\) valence electrons and gives one to each bond, it keeps

\[
n=Z-3
\]

electrons in the orbital that points out of the crystal. Silicon, with \(Z=4\), keeps one: a half-filled orbital that can pair with an electron from an arriving atom. Arsenic, with \(Z=5\), keeps two: a lone pair. A full layer of arsenic on the outer sites therefore removes one half-filled orbital per surface cell.

The count explains the occupation, but not all of the stability. An even number of electrons permits a closed shell without ensuring an energy gap, and the count is the same if arsenic sits one layer deeper. The deeper potential of the arsenic atom supplies what the count leaves open.

## Counting the electrons

Cut the crystal so that the outer atoms keep three bonds, and assume the ideal 1×1 arrangement with one outer atom per cell. With cubic lattice constant \(a=0.543\) nm, the cell edge is \(a_s=a/\sqrt2=0.384\) nm. The cell is a rhombus of area \(\sqrt3a_s^2/2\), so the density of outer sites is

\[
\frac{2}{\sqrt3\,a_s^2}=7.83\times10^{14}\ \mathrm{cm^{-2}} .
\]

Take a slab with any number of layers and cap its back face with hydrogen. Let atom \(i\) have \(Z_i\) valence electrons and \(c_i\) bonds. Each bond joins two atoms, so summing \(c_i\) over atoms counts every bond twice: \(\sum_i c_i=2N_b\). Each bond also holds two electrons. The electrons left over are

\[
N-2N_b=\sum_i Z_i-\sum_i c_i=\sum_i(Z_i-c_i).
\]

An inner silicon atom contributes \(4-4=0\), a capping hydrogen \(1-1=0\), and the outer atom \(Z-3\). This is the stated result.

For 20 layers there are ten bilayers with three internal bonds each, nine bonds between bilayers and one bond to hydrogen, so \(N_b=30+9+1=40\). The silicon face has \(N=20\times4+1=81\) electrons per cell and the arsenic face has 82. Subtracting 80 leaves one and two.

In a nonmagnetic independent-electron description, each band holds two electrons per cell. Forty bands can hold the bonds, and the next band belongs to the outward orbital. With 81 electrons it must be partly filled as long as the cell stays 1×1. With 82 it can be full, provided that its top lies below the bottom of the next band. That proviso concerns energies, which need a Hamiltonian.

## The outward orbital

Let \(s\) and \(p_z\) be orbitals of the outer atom, with \(z\) along the outward normal. The tetrahedral hybrid pointing outward is

\[
|h\rangle=\tfrac12\left(|s\rangle+\sqrt3\,|p_z\rangle\right).
\]

On one atom the \(s\) and \(p\) levels are not coupled, so the energy of the hybrid is

\[
\varepsilon_d=\langle h|H|h\rangle=\frac{E_s+3E_p}{4}.
\]

I measure energies from the top of the bulk valence band. The rounded Vogl parameters for silicon have \(E_s=-4.20\) eV and \(E_p=1.72\) eV, giving \(\varepsilon_d=(-4.20+5.16)/4=0.24\) eV. This lies inside the bulk gap, which is 1.18 eV in the same model.

Arsenic has a larger core charge. I represent this by lowering its \(s\) level by 3 eV and its \(p\) level by 1 eV, as rough values. The hybrid then moves by \((-3-3)/4=-1.5\) eV, to \(-1.26\) eV.

The hybrid is not an eigenstate. Let \(|h_i\rangle=\frac12(|s\rangle+\sqrt3|p_i\rangle)\) point along a back bond. The angle between two tetrahedral directions has cosine \(-1/3\), so

\[
\langle h|H|h_i\rangle=\frac14\left[E_s+3E_p\left(-\frac13\right)\right]=\frac{E_s-E_p}{4}.
\]

For silicon this is \(-1.48\) eV. The outward orbital therefore mixes with the back bonds and with their empty antibonding partners. A band that holds two electrons need not put two whole electrons in \(|h\rangle\): the integer counts electrons in a band, not charge in one chosen orbital.

## A solvable model of reactivity

Let a hydrogen atom, with one electron at energy \(\varepsilon_H\), approach the outward orbital. Keep the two orbitals and their coupling \(t\):

\[
H_2=\begin{pmatrix}\varepsilon_d&t\\ t&\varepsilon_H\end{pmatrix}.
\]

Setting \((\varepsilon_d-E)(\varepsilon_H-E)-t^2=0\) and solving the quadratic gives

\[
E_\pm=\frac{\varepsilon_d+\varepsilon_H}{2}\pm R,\qquad
R=\sqrt{\delta^2+t^2},\qquad
\delta=\frac{\varepsilon_d-\varepsilon_H}{2}.
\]

Call \(G_n\) the fall in band energy when hydrogen binds to an orbital that first held \(n\) electrons. For \(n=1\), the two electrons both enter the bonding level:

\[
G_1=\varepsilon_d+\varepsilon_H-2E_- .
\]

For \(n=2\) there are three electrons. The third goes to the lowest empty level. In a molecule that could be \(E_+\). Here the conduction-band edge \(\varepsilon_c\) lies lower, so

\[
G_2=2\varepsilon_d+\varepsilon_H-2E_--\varepsilon_c .
\]

Subtracting at the same \(\varepsilon_d\) and \(t\),

\[
G_1-G_2=\varepsilon_c-\varepsilon_d .
\]

The bond is the same in both cases. What is lost is the cost of promoting one electron from the outward orbital to the conduction band.

An empty orbital, \(n=0\), is an instructive second case. Hydrogen brings one electron, and the second place in the bond is filled from the valence-band top \(\varepsilon_v\). Then \(G_0=\varepsilon_v+\varepsilon_H-2E_-\), and

\[
G_1-G_0=\varepsilon_d-\varepsilon_v .
\]

The two losses add up to the bulk gap \(\varepsilon_c-\varepsilon_v\). With \(\varepsilon_d=0.24\) eV, emptying the orbital costs only 0.24 eV of gain, whereas filling it costs \(1.18-0.24=0.94\) eV. A closed shell is thus no guarantee of low reactivity. In this two-orbital model, with the silicon potential held fixed, the filled orbital is the better protected towards hydrogen because its level lies low in the gap. The contrast becomes smaller when the level spreads into a band, and in a thin slab the order changes. In the 20-layer slab used below, filling costs 0.64 eV of gain and emptying 0.74 eV; the two are about equal near 40 layers, and at 80 layers they are 0.57 and 0.50 eV.

Lowering \(\varepsilon_d\) protects the lone pair further. Since \(d\delta/d\varepsilon_d=1/2\) and \(dR/d\delta=\delta/R\),

\[
\frac{dE_-}{d\varepsilon_d}=\frac12-\frac{\delta}{2R},
\qquad
\frac{dG_2}{d\varepsilon_d}=2-2\frac{dE_-}{d\varepsilon_d}=1+\frac{\delta}{R}.
\]

For \(t\ne0\), \(|\delta|<R\), so the derivative is positive. A deeper lone pair gains less from the bond, with \(t\), \(\varepsilon_H\) and \(\varepsilon_c\) held fixed.

For numbers, take \(\varepsilon_H=-4.0\) eV, a coupling of \(-4.0\) eV between hydrogen and the outer \(s\) orbital, and \(-4.5\) eV between hydrogen and the \(p_z\) lobe facing it. These are rough round values. Projecting on the hybrid,

\[
t=\tfrac12\left[-4.0+\sqrt3(-4.5)\right]=-5.90\ \mathrm{eV}.
\]

For silicon, \(\delta=2.12\) eV and \(R=6.27\) eV, so \(2E_-=-3.76-12.53=-16.29\) eV. Hence \(G_1=0.24-4.00+16.29=12.53\) eV, and one added electron reduces the gain to 11.59 eV. For arsenic, \(\delta=1.37\) eV and \(R=6.05\) eV, so \(2E_-=-17.37\) eV and

\[
G_2=-2.52-4.00+17.37-1.18=9.67\ \mathrm{eV}.
\]

These gains are not bond energies. They omit the repulsion between the atoms and treat the electrons as independent. Their differences have meaning to the extent that the omitted terms are alike for the two surfaces.

## The same question for a whole slab

The two-orbital model assumes a single level for the outward orbital. To let this level spread into a band and mix with the back bonds, I diagonalized the 20-layer slab on a 12×12 mesh of surface wave vectors. Each silicon or arsenic atom has \(s\), three \(p\) and one excited \(s^*\) orbital, and each hydrogen has one \(s\) orbital. Only nearest neighbours are coupled.

The remaining silicon parameters are \(E_{s^*}=6.69\), \(V_{ss}=-8.30\), \(V_{xx}=1.72\), \(V_{xy}=4.58\), \(V_{sp}=5.73\) and \(V_{s^*p}=5.37\), all in eV. Each \(V\) is four times the coupling to the neighbour along \([111]\), whose direction cosines in the cubic axes are all \(1/\sqrt3\). The couplings for one bond are therefore

\[
ss\sigma=\frac{V_{ss}}4,\quad sp\sigma=\frac{\sqrt3V_{sp}}4,\quad
pp\sigma=\frac{V_{xx}+2V_{xy}}4,\quad pp\pi=\frac{V_{xx}-V_{xy}}4,
\]

with \(s^*p\sigma\) formed like \(sp\sigma\). The arsenic–silicon couplings are kept equal to the silicon ones. With hydrogen on both faces the slab has a gap of 1.26 eV. This exceeds the bulk value by 0.08 eV. Confinement in a thin slab widens the gap, and the mesh can miss the exact band edge; a finer mesh lowers the gap to 1.25 eV, and at 60 layers it is 1.19 eV, so most of the excess is confinement. Since the gap is not narrower than in the bulk, the capped back face puts no states in it.

On the silicon face, the forty bonding bands are full and the next band holds 1.00 electron per cell. This band runs from 0.27 to 1.13 eV, and on average 74% of its weight is on the outer atom. Its Fermi level is at 0.41 eV (0.40 to 0.41 eV on finer meshes). On this mesh, half of the states thus lie in the lowest 0.14 eV of a band 0.86 eV wide.

On the arsenic face, 41 levels lie below the middle of the bulk gap at every wave vector of the mesh: forty for the bonds and one for the lone pair. The gap between filled and empty states is 0.76 eV on this mesh; it is about 0.01 eV smaller on a finer mesh and 0.72 eV at 60 layers.

To separate the two causes, keep the silicon Hamiltonian and add one electron per cell. This is a device of thought, since no compensating core charge is added. The surface band is now full, as the count allows, but the gap is only 0.09 eV (0.08 eV on a finer mesh, 0.05 eV at 60 layers), because the band top at 1.13 eV almost reaches the empty states. The extra electron closes the shell; the arsenic potential makes the closure robust. At the corner \(K\) of the surface zone it lowers the surface level from 0.27 to \(-0.77\) eV.

The occupation of the outward hybrid, \(2\sum_{\rm occ}|\langle h|\psi\rangle|^2\) averaged over wave vectors, shows the same sequence:

| Outer layer | Electrons in \(h\) | Hydrogen gain, slab (eV) | Two-orbital gain (eV) |
|---|---:|---:|---:|
| Si | 0.98 | 11.49 | 12.53 |
| Si plus one electron | 1.59 | 10.85 | 11.59 |
| As | 1.67 | 9.27 | 9.67 |

Adding one electron raises the hybrid occupation by 0.61, not by one, because the upper half of the surface band has only 61% of its weight on \(|h\rangle\). For arsenic the missing \(2-1.67=0.33\) electron is the part of the hybrid mixed into empty states.

The slab gains refer to one hydrogen atom on every outer atom. They fall in the same order as in the two-orbital model. From silicon to arsenic the slab loses 2.23 eV of gain, against \(12.53-9.67=2.86\) eV in the small model. If the electron is added first and the potential changed second, the slab loss divides, to rounding, into 0.64 eV and 1.58 eV. On this path the larger part comes from the deeper arsenic levels, but the division depends on the order. The two-orbital model shows why. Adding the electron first gives losses of 0.94 eV for the electron and 1.92 eV for the potential. Changing the potential first puts the level at \(-1.26\) eV, below the valence-band top, so it fills from the valence band and leaves a hole there. The gain is then \(2\varepsilon_d-\varepsilon_v+\varepsilon_H-2E_-=10.85\) eV, and the losses are 1.68 eV for the potential and \(\varepsilon_c-\varepsilon_v=1.18\) eV for the electron. In the slab this order gives 0.88 eV for the potential and 1.34 eV for the electron. The two causes act together, and neither has a share of its own.

The 0.64 eV has a precise meaning. Let \(E_0(N)\) be the band energy of the clean silicon slab and \(E_1(N)\) that of the slab with hydrogen on the outer atoms. The gain with 81 electrons is \(E_0(81)+\varepsilon_H-E_1(82)\), and with 82 it is \(E_0(82)+\varepsilon_H-E_1(83)\). Their difference is

\[
[E_1(83)-E_1(82)]-[E_0(82)-E_0(81)] .
\]

The first bracket is the mean energy of one electron per cell added to the conduction states of the hydrogen-covered slab. In a thin slab it lies above the bulk band edge, so the 0.64 eV contains some confinement energy and becomes smaller as the slab thickens: it is 0.57 eV at 80 layers, where the gains of 10.85 and 9.27 eV have risen by about 0.07 and 0.06 eV while 11.49 eV is unchanged. The second is the mean energy of the upper half of the surface band. This is the band form of \(\varepsilon_c-\varepsilon_d\).

## Where the count is not enough

Place arsenic in the second layer and silicon outside. The total is again 82 electrons, so the surface band can again be filled. The arsenic atom now has four bonds and one electron to spare, and the outer silicon orbital can take it. The calculated populations show part of this transfer: 4.30 electrons on the outer silicon and 4.87 on arsenic.

The gap of this slab is then only 0.04 eV. It keeps this value from 20 to 80 layers, so it is not an effect of the slab thickness. The band energy is 0.94 eV per cell higher than with arsenic outside. In this model, energy selects the outer site where the count could not. The comparison holds the atomic positions and level shifts fixed and leaves out the electrostatic energy of the transferred charge.

The arsenic gap also depends on the rough level shifts. Multiplying both by 0.5 gives 0.45 eV; multiplying by 1.5 gives 1.00 eV (each about 0.01 eV less on a finer mesh). This trend identifies the top filled state. Lowering on-site energies cannot raise any ordered eigenvalue, so the lowest empty level does not rise. When the factor goes from 1 to 1.5, the gap grows by 0.24 eV, and the highest filled level must fall by at least that much. A bulk valence edge would hardly respond to a change in one surface layer. The highest filled state is therefore a surface state within the bulk gap, even though the lone-pair level at \(K\) lies well below the valence-band top.

Electron repulsion affects the silicon face most. For charge spread over a radius of roughly 0.2 nm, with a surface screening constant of 6.5,

\[
U\approx\frac{e^2}{4\pi\varepsilon_0(6.5)(0.2\ \mathrm{nm})}=1.1\ \mathrm{eV}.
\]

This is 1.3 times the surface-band width. The independent-electron metal is then doubtful: the electrons may instead localize, one per orbital. That would change the conduction but not the average of one electron per outward orbital.

On the arsenic face the outer atom holds 5.16 electrons, 0.16 more than the neutral atom. Multiplied by the same \(U\), this suggests an upward level shift of about 0.2 eV. It is smaller than the changes made by halving the level shifts, which left the gap open. Weakening the arsenic back-bond couplings by 10%, to represent longer bonds, changes the gap by only 0.01 eV.

## The real surface

Clean Si(111) does not keep the ideal 1×1 structure. It reconstructs, and so reduces or rearranges its broken bonds. The half-filled surface used here is a reference for counting, not the starting surface of an experiment. A full arsenic layer, by contrast, is known to give a stable 1×1 surface, which is the arrangement assumed here. The model's bulk gap of 1.18 eV is close to the real one, roughly 1.1 eV at room temperature. Its surface gap of 0.76 eV is much less certain, as the range from 0.45 to 1.00 eV shows, and it should not be read as a measured value. The filled state inside the bulk gap, at 0.46 eV at the zone centre, is a feature of this model and its rough level shifts: doubling the shifts brings it down to the valence-band top. Photoemission on the real surface places the lone-pair band at or below the valence-band top. Relaxation, spin–orbit coupling and a self-consistent potential are missing.

A real layer may also fall short of the full coverage assumed here. If 1% of the outer sites still hold threefold silicon, the count leaves \(7.8\times10^{12}\) half-filled orbitals per cm². If the outer atom is absent altogether, the three atoms beneath it each lose a bond, and the count for that site is different.

Temperature matters less for the pairing. With the gap held at 0.76 eV, \(E_g/(2k_BT)\) is 14.7 at 300 K and 4.4 at 1000 K. The factor \(e^{-E_g/(2k_BT)}\), which sets the scale of thermal excitation across the gap, rises from about \(4\times10^{-7}\) to about 0.01. Most lone pairs therefore remain filled at growth temperatures, as long as the arsenic stays on the surface; its evaporation is a separate question that electron counting does not answer.
